# Thermally averaged Landau-Zener rates from Marcus to adiabatic transition-state theory, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: populations at the crossing

### Definitions and conventions

The algebra uses atomic units, so $\hbar=1$ and a frequency is also an energy. One classical coordinate $x$ with mass $m$ moves on two diabatic energy curves,

$$U_1=\tfrac12 m\omega^2x^2,\qquad U_2=\tfrac12 m\omega^2(x-d)^2+\Delta G .$$

State 1 is the reactant and state 2 the product. They are coupled by a constant $V>0$. The reorganization energy is $\lambda=\tfrac12m\omega^2d^2$, the temperature enters through $\beta=1/k_BT$, and the rate constant is $k$.

Because the two parabolas have equal curvature, their difference is linear in $x$:

$$U_1-U_2=m\omega^2d\,x-\lambda-\Delta G .$$

Its slope is $F=m\omega^2d$. From $d=\sqrt{2\lambda/m}/\omega$ it follows that $F=\omega\sqrt{2m\lambda}$. The curves cross where the difference vanishes. Since $m\omega^2d=2\lambda/d$,

$$x_c=\frac{d(\lambda+\Delta G)}{2\lambda},\qquad
E^\ddagger=U_1(x_c)=\lambda\frac{x_c^2}{d^2}=\frac{(\lambda+\Delta G)^2}{4\lambda}.$$

In the normal region, $|\Delta G|<\lambda$, the crossing lies between the two minima. There $U_1$ rises to the right while $U_2$ falls. This is assumed unless the inverted region is named.

Diagonalizing the two-state energy matrix gives the adiabatic curves

$$E_\pm=\tfrac12(U_1+U_2)\pm\sqrt{\tfrac14(U_1-U_2)^2+V^2}.$$

At $x_c$ they are separated by $2V$. Let $x^\ddagger$ be the top of the barrier on $E_-$. This barrier is assumed to exist; for large $V$, or for $|\Delta G|$ approaching $\lambda$, it can disappear even in the normal region, as it does for $\lambda=1$ eV, $V=0.1$ eV and $\Delta G=-0.6$ eV. The result to be derived is

$$k=k_{\rm ad}\langle\kappa\rangle,\qquad \kappa=\frac{2P}{1+P},\qquad P=1-e^{-2\pi V^2/(vF)} .\tag{1}$$

Here $v$ is the speed at the crossing, $P$ is the probability of changing diabatic state in one passage, $k_{\rm ad}$ is the transition-state rate on $E_-$, and the brackets denote an average over the thermal flux. Changing diabatic state is the same as remaining on one adiabatic curve, so $P\to1$ is the adiabatic limit.

### One passage

Suppose that $v$ is nearly constant while the electronic states mix. Measured from the moment of crossing, the energy difference is $U_1-U_2=\alpha t$, with $\alpha=vF$. Write the diabatic amplitudes as $c_j=a_j\exp(-i\int U_jdt)$, which removes the phases due to the diagonal energies. The Schrödinger equation becomes

$$i\dot a_1=Va_2e^{i\alpha t^2/2},\qquad i\dot a_2=Va_1e^{-i\alpha t^2/2}.$$

Differentiate the first equation. The derivative of the exponential produces $i\alpha t\,\dot a_1$, and inserting the second equation produces $-V^2a_1$. Therefore

$$\ddot a_1-i\alpha t\,\dot a_1+V^2a_1=0 .\tag{2}$$

The coefficients are at most linear in $t$, so a Fourier-type integral reduces the equation to first order. Set $a_1=\int_C w(q)e^{iqt}dq$. In the middle term, $t\,e^{iqt}=-i\,d(e^{iqt})/dq$. Integration by parts, with an integrand that vanishes at the ends of $C$, gives

$$i\alpha\frac{d(qw)}{dq}+(V^2-q^2)w=0 .$$

With $\delta=V^2/\alpha$, the logarithmic derivative of $qw$ is $i\delta/q-iq/\alpha$. Hence

$$a_1(t)=\int_C q^{-1+i\delta}\,e^{iqt-iq^2/(2\alpha)}\,dq .$$

The quadratic exponential decays at infinity in the second and fourth quadrants of the complex $q$ plane. Let $C$ arrive from infinity at angle $-\pi/4$, circle the origin counterclockwise, and leave at angle $7\pi/4$.

Consider first $t=-\tau$, with $\tau$ large. Both legs of $C$ can be laid along the negative imaginary axis, where $e^{-iq\tau}$ decays. The integral comes from $|q|\sim1/\tau$, so the quadratic exponent may be dropped. Scaling $q$ by $1/\tau$ then gives a nonzero constant times $\tau^{-i\delta}$. The modulus of $a_1$ is therefore constant at early times. Its derivative falls as $1/\tau$, so $a_2\to0$. This is the required initial condition: all population is in state 1.

At $t=+\tau$ there is a saddle at $q=\alpha\tau$. The descending line through it joins the fourth quadrant to the second and passes above the origin. The contour $C$ can be deformed into two such lines, one on each branch of $q^{i\delta}$, and a loop around the origin. On the saddle lines $|q^{-1}|$ is of order $1/(\alpha\tau)$, so their contributions vanish as $\tau\to\infty$. The loop can be laid along the positive imaginary axis, with angles running from $\pi/2$ to $5\pi/2$.

That loop is the early-time loop rotated by $\pi$. Put $q=e^{i\pi}q'$. Then $e^{iq\tau}=e^{-iq'\tau}$ and $dq/q=dq'/q'$, but

$$q^{i\delta}=e^{-\pi\delta}(q')^{i\delta}.$$

Thus $|a_1(\tau)/a_1(-\tau)|\to e^{-\pi\delta}$. Squaring gives the probability of remaining in state 1,

$$1-P=e^{-2\pi V^2/\alpha}=e^{-2\pi V^2/(vF)} .\tag{3}$$

Slow motion gives the electronic state time to follow the lower curve. A large slope difference $F$ shortens the time near resonance and has the opposite effect. Direct integration of the two-state equation agrees with this formula: with gap rate 1 and $V=0.4$ in the units of that calculation, both give a survival probability of 0.366.

The energy difference is linear throughout this model, so the local approximation concerns the velocity. For $\delta\gtrsim1$ the mixing region has width of order $V/F$, and across it the potential changes by an energy of order $V$. For $\delta\ll1$ the phase $\alpha t^2/2$ sets the duration, of order $\alpha^{-1/2}$; the width is then of order $\sqrt{v/F}$ and the energy change of order $\sqrt{vF}$. A definite crossing speed therefore requires $mv^2/2$ to be much larger than both $V$ and $\sqrt{vF}$. This restriction returns when the thermal average is interpreted.

### Repeated passages

A particle arrives from the reactant side, moving right on $U_1$. With probability $P$ it changes to $U_2$, whose downhill direction is also to the right, and it escapes into the product well. With probability $1-P$ it stays on $U_1$, climbs, turns and comes back.

Let $b$ be the eventual product probability for a particle that has just passed to the right on $U_1$. On its return it remains on $U_1$ with probability $1-P$ and escapes to the reactant well. With probability $P$ it changes to $U_2$ while moving left. It must then climb $U_2$, turn and cross once more. At that third crossing it stays on $U_2$ and becomes product with probability $1-P$; otherwise it is again on $U_1$, moving right. Thus

$$b=P\left[(1-P)+Pb\right].$$

Collecting the terms in $b$ gives $b(1-P^2)=P(1-P)$, so $b=P/(1+P)$. Including the direct route,

$$\kappa=P+(1-P)\frac{P}{1+P}
=\frac{P+P^2+P-P^2}{1+P}
=\frac{2P}{1+P}.\tag{4}$$

For weak coupling this is $2P$, because a change may occur on the way up or on the way back. For strong coupling it tends to one: the first passage already leads to product. At $P=1/2$ it is $2/3$.

This argument adds probabilities and ignores interference. It also assumes that energy is conserved during the sequence, which makes the crossing speed the same at every passage. After escape the particle must lose enough energy to prevent an immediate return.

In the inverted region, $\Delta G<-\lambda$, both curves rise in the direction of the incoming motion. Whichever state is occupied after the first passage, the particle turns and crosses once more before escaping. It becomes product if exactly one of the two passages changes its state, with probability

$$\kappa_{\rm inv}=2P(1-P).$$

This also starts as $2P$, but it vanishes when $P\to1$. The adiabatic limit below therefore belongs to the normal region.

### Thermal flux

Let reactants be in thermal equilibrium on $E_-$ to the left of $x^\ddagger$. Their configurational integral is

$$Z=\int_{-\infty}^{x^\ddagger}e^{-\beta E_-(x)}dx .$$

The probability density at the barrier top is $e^{-\beta E_-(x^\ddagger)}/Z$. Multiplying it by the Maxwell velocity density and by $v$ gives the flux of arrivals. Each arrival is weighted by $\kappa$:

$$k=\frac{e^{-\beta E_-(x^\ddagger)}}{Z}
\sqrt{\frac{\beta m}{2\pi}}\int_0^\infty v\,e^{-\beta mv^2/2}\kappa(v)\,dv.$$

Setting $\kappa=1$ leaves the elementary integral $\int_0^\infty ve^{-\beta mv^2/2}dv=1/(\beta m)$. This defines

$$k_{\rm ad}=\frac{1}{\sqrt{2\pi\beta m}}\frac{e^{-\beta E_-(x^\ddagger)}}{Z}.\tag{5}$$

Dividing the full expression by $k_{\rm ad}$ gives the average in equation (1). With $u=v/v_T$ and $v_T=\sqrt{2/(\beta m)}$, the weight $\beta mv\,e^{-\beta mv^2/2}dv$ becomes $2ue^{-u^2}du$:

$$\langle\kappa\rangle=\int_0^\infty2u\,e^{-u^2}\kappa\,du,\qquad P=1-e^{-g/u}.$$

The remaining parameter follows from $Fv_T=2\omega\sqrt{\lambda k_BT}$:

$$g=\frac{2\pi V^2}{Fv_T}=\frac{\pi V^2}{\omega\sqrt{\lambda k_BT}} .\tag{6}$$

The mass has canceled. For a given frequency and reorganization energy, a heavier particle moves more slowly but crosses between curves with a larger slope difference.

The factor $v$ in the flux matters. It favors fast arrivals, which are the least likely to change state. An average over the density of velocities, without this factor, would answer a different question and would diverge at small $v$ once $P$ is replaced by its weak-coupling form.

### Weak coupling

Put $y=g/u$. For small $y$, $P=y-y^2/2+\cdots$, and

$$\kappa=2P-2P^2+\cdots=2y-3y^2+\cdots .$$

The leading average is

$$\langle\kappa\rangle\simeq\int_0^\infty2ue^{-u^2}\frac{2g}{u}du
=4g\frac{\sqrt\pi}{2}=2\sqrt\pi\,g .\tag{7}$$

The expansion fails for slow particles with $u\lesssim g$, however small the coupling. Their effect is bounded as follows. The difference $2y-\kappa$ is at most $2y$, so the interval $0<u<g$ contributes at most $4g^2$. Above that interval the leading difference is $3y^2$, which contributes

$$6g^2\int_g^\infty\frac{e^{-u^2}}{u}du=6g^2\ln\frac1g+O(g^2).$$

Higher powers of $y$ contribute $O(g^2)$. Hence

$$\langle\kappa\rangle=2\sqrt\pi\,g-6g^2\ln(1/g)+O(g^2).$$

The logarithm comes from slow crossings and is cut off at $u\sim g$, where the expansion in $y$ fails. In $3y^2$, one unit comes from the saturation of $P$ and two from the repeated-passage factor $1/(1+P)$, so these supply 2 and 4 of the coefficient 6. The numerical coefficient extracted from the full average is 5.999. The logarithm is a property of the Landau-Zener average, not of the underlying two-state model. As $V\to0$ the cutoff $u\sim g$ falls far below the speeds allowed by the condition $mv^2/2\gg\sqrt{vF}$, which does not depend on $V$. For quantum nuclei at fixed $\omega$ the thermally averaged transmission expands in powers of $V^2$, and the first relative correction to the leading term is of order $g$, without a logarithm.

When also $\beta V\ll1$ and the barrier is much higher than $k_BT$, the lower curve may be replaced by $U_1$ on the reactant side. Then $Z=\sqrt{2\pi/(\beta m\omega^2)}$, and equation (5) becomes

$$k_{\rm ad}\to\frac{\omega}{2\pi}e^{-\beta E^\ddagger}.$$

Multiplication by $2\sqrt\pi g$ cancels $\omega$ and gives

$$k\to V^2\sqrt{\frac{\pi}{\lambda k_BT}}e^{-\beta E^\ddagger}
=\frac{2\pi V^2}{\sqrt{4\pi\lambda k_BT}}
\exp\left[-\frac{(\lambda+\Delta G)^2}{4\lambda k_BT}\right].\tag{8}$$

This is the Marcus rate. Each crossing has a change probability proportional to $1/v$, while the arrival rate carries a factor $v$. Their product counts time spent near resonance, so the dynamical quantities $m$ and $\omega$ disappear.

### Strong coupling

For large $g$ the missing probability is

$$1-\kappa=\frac{1-P}{1+P}=\frac{e^{-g/u}}{2-e^{-g/u}}\simeq\tfrac12e^{-g/u}.$$

Its average is $\int_0^\infty u\,e^{-\phi}du$, with $\phi=u^2+g/u$. The condition $\phi'=0$ gives $u_*=(g/2)^{1/3}$. There $\phi=3u_*^2$ and $\phi''=2+2g/u_*^3=6$. The Gaussian approximation around this point is

$$1-\langle\kappa\rangle\simeq
\sqrt{\frac\pi3}\left(\frac g2\right)^{1/3}
e^{-3(g/2)^{2/3}} .\tag{9}$$

The remaining departures from adiabatic motion come from unusually fast particles. As $g\to\infty$, $\langle\kappa\rangle\to1$ and $k\to k_{\rm ad}$.

## Second derivation: amplitudes at fixed energy

### Quantities carried over

The diabatic curves $U_1$ and $U_2$ have reorganization energy $\lambda$, frequency $\omega$ and coupling $V$. They cross at energy $E^\ddagger$ with slope difference $F$. The adiabatic curves are $E_\pm$, and $x^\ddagger$ is the barrier top on $E_-$. A passage at speed $v$ leaves the adiabatic curve unchanged with probability $P=1-e^{-2\pi V^2/(vF)}$. Adding populations gave $k=k_{\rm ad}\langle\kappa\rangle$, with $\kappa=2P/(1+P)$, $u=v\sqrt{\beta m/2}$ and $g=\pi V^2/(\omega\sqrt{\lambda k_BT})$. Atomic units are still used, with $\beta=1/k_BT$.

The second route keeps the amplitudes and phases at a fixed total energy. It obtains $\kappa$ from wave interference and then performs the thermal average over energy.

### Transmission with interference

Take an energy well above the crossing, so that reflection by the crossing itself can be neglected. A passage may change the adiabatic curve but not the direction of motion. For motion to the right, order the adiabatic amplitudes as lower, upper. A unitary passage matrix with the Landau-Zener probabilities is

$$S=\begin{pmatrix}
\sqrt P\,e^{i\chi}&-\sqrt{1-P}\\
\sqrt{1-P}&\sqrt P\,e^{-i\chi}
\end{pmatrix}.$$

The columns label incoming curves, and $\chi$ is a phase produced by the passage. Time-reversal symmetry gives the transposed matrix for motion to the left.

A wave arriving on the lower curve can go directly through, with amplitude $\sqrt Pe^{i\chi}$. It can instead enter the upper curve, which forms a well above the crossing. Let $\Phi$ be the total phase from its two turning points and the motion between passages. To leave to the right after one round trip, the wave enters the upper curve, remains there on the leftward passage, and changes to the lower curve on the next rightward passage. Its amplitude is

$$-(1-P)\sqrt P\,e^{-i\chi}e^{i\Phi}.$$

Each further round trip contains two passages on the upper curve and contributes a factor $Pz$, where $z=e^{i(\Phi-2\chi)}$. The geometric series gives

$$t_{\rm p}=\sqrt Pe^{i\chi}
\left[1-\frac{(1-P)z}{1-Pz}\right]
=\sqrt Pe^{i\chi}\frac{1-z}{1-Pz}.\tag{10}$$

This amplitude contains more information than the population argument. At $z=1$ the product wave vanishes by destructive interference. At $z=-1$ the transmission probability is $4P/(1+P)^2$. Whether such variation survives in a rate depends on how phases are distributed.

If all values of the phase of $z$ are equally represented, expand the bracket in powers of $z$. Cross terms average to zero, leaving the sum of squared coefficients:

$$\overline{|t_{\rm p}|^2}
=P\left[1+(1-P)^2\sum_{n=0}^\infty P^{2n}\right]
=P\left[1+\frac{1-P}{1+P}\right]
=\frac{2P}{1+P}.\tag{11}$$

This is the multiple-passage result of the population derivation. It has been reached without assigning a definite diabatic state between passages.

A separate quantum scattering calculation tests both the passage probability and the phase average. It uses couplings 0.06 and 0.10 and energies from 0.75 to 1.25 above the crossing, in units with $\hbar=m=1$, and the comparison measures the speed from the diabatic crossing energy. Averaged over that energy window with a smooth weight that vanishes at its ends, the two transmissions are 0.380 and 0.688 (the fourth digit moves by about 0.0002 with the grid), while $2P/(1+P)$ gives 0.3799 and 0.6875. The corresponding values of $P$ alone are 0.235 and 0.524. With the speed measured from the top of the lower curve, the choice made below, $2P/(1+P)$ gives 0.372 and 0.673, about 2% low; at energies this far above the crossing the diabatic reference is the more accurate one. The repeated passages are thus needed to describe this scattering problem.

Adding populations has given the rate $k=k_{\rm ad}\langle\kappa\rangle$ with its weak and strong coupling limits, and the wave treatment, averaged over a uniform phase, has given the same transmission $2P/(1+P)$. What remains is to average that transmission over thermal energies, examine the two limits without the interpolation, and set out the assumptions and a numerical example.
